# Elastic dipoles from residual stress and from Kanzaki forces, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a ring of springs to a Bravais lattice

### Two numbers for one defect

Two adjacent oversize solutes sit in a crystal with the elastic constants of a soft, dense metal. Their pull on the surrounding lattice is summarized by a tensor, the elastic dipole, which fixes how much they swell the crystal and how they interact with applied strain. One calculation multiplies the force on each atom by its relaxed position, adds up, and finds 9.83 eV for the \(xx\) component. Another reads the stress of the same relaxed supercell and finds 9.61 eV. In a second crystal, of diamond structure, a sum over forces reports a shear component of 0.22 eV where the stress reports zero.

Without a relation between the two routes, nobody can say which number belongs in a formula for the relaxation volume, or whether the disagreement is numerical noise, a cell that is too small, or an error of principle. Here it is an error of principle in both cases. The relation that settles the matter is an equality with conditions, and both discrepancies come from ignoring one of them.

The objects are these. A supercell of volume \(V\) holds one defect, and its atoms are relaxed while the cell keeps the shape of the perfect crystal. The relaxed energy \(E\) still depends on the strain \(\varepsilon\) of the cell, and the elastic dipole is

\[
P_{ab}=-\frac{dE}{d\varepsilon_{ab}}\bigg|_{\varepsilon=0}=-V\sigma_{ab},
\]

where \(\sigma\) is the mean stress, positive in tension. A defect that pushes outward leaves a clamped cell under compression, so its \(P\) has a positive trace.

The Kanzaki forces are defined differently. Take the relaxed displacements \(u_i\) away from the perfect sites, and ask which external forces would hold the *perfect* harmonic crystal in that displaced pattern. With force constants \(\Phi\) they are \(f=\Phi u\). The question is whether the first moment of these forces is \(P\).

### A ring of equal springs

Let \(N\) atoms lie on a line with period \(L=Na\), joined by springs of stiffness \(K\) and natural length \(a\). Atoms 0 and 1 also repel each other with a force of magnitude \(F\), which may depend on their distance. The length of the ring is fixed.

Let \(x_0\) be the elongation of the bond between atoms 0 and 1. In equilibrium the tension \(\tau\) is the same in every bond, since any difference would leave a net force on an atom. The ordinary bonds therefore share one elongation \(x\), and

\[
\tau=Kx,\qquad \tau=Kx_0-F .
\]

The repulsion enters with a minus sign because it pushes where tension pulls. The fixed length requires \(x_0+(N-1)x=0\). Subtracting the two expressions for \(\tau\) gives \(x_0=x+F/K\), and inserting this in the length condition gives \(Nx+F/K=0\). Hence

\[
x=-\frac{F}{NK},\qquad x_0=\frac{F}{K}\Bigl(1-\frac1N\Bigr),\qquad \tau=-\frac FN .
\]

In one dimension the tension takes the place of the stress and the length that of the volume, so

\[
P=-L\tau=Na\,\frac{F}{N}=Fa .
\]

Now the Kanzaki forces. For the perfect ring \(f_i=K(2u_i-u_{i+1}-u_{i-1})\), which is \(K\) times the elongation of the bond to the left of atom \(i\) minus that of the bond to its right. Away from the defect both elongations are \(x\), and \(f_i=0\). For atom 1 the left bond is the special one, so \(f_1=K(x_0-x)=F\). For atom 0 it is the right bond, so \(f_0=-F\). The first moment is

\[
\sum_i R_if_i=0\cdot(-F)+a\,F=Fa .
\]

The two routes agree for every \(N\), although the stress itself fades as \(1/N\). Three limits of this small result show what it depends on.

**Which positions?** With relaxed positions the lever arm would be \(a+x_0\), and the moment would exceed \(P\) by \(Fx_0=(F^2/K)(1-1/N)\). This excess survives in an infinite ring. It vanishes relative to \(P\) when the springs become stiff, \(F/(Ka)\to0\).

**Which image?** Atom 1 has copies at \(a+L\), \(a-L\), and so on. If its copy at \(a-L\) is paired with atom 0 at the origin, the moment becomes \(F(a-L)\), which has the wrong sign and grows with the cell. The two atoms have to be taken as the neighbours that actually repel each other.

**Does the cell size matter?** The equality holds at each \(N\), but its common value can change with \(N\), because \(F\) depends on the distance. Suppose \(F=F_0-\kappa x_0\) near the natural length, with \(\kappa>0\), and put \(q=\kappa/K\). Inserting \(x_0\) gives \(F=F_0-qF(1-1/N)\), so

\[
F=\frac{F_0}{1+q-q/N}\approx\frac{F_0}{1+q}\Bigl(1+\frac{q}{(1+q)N}\Bigr)\quad\text{for large }N .
\]

In a small cell the neighbours give way less, the repulsive bond stays shorter, and the dipole comes out larger. The correction falls as \(1/N\). If the defect force is constant, \(\kappa=0\), there is no such correction.

### The harmonic host in three dimensions

Let the perfect sites be \(R_i\), with Cartesian components \(R_{ia}\). A homogeneous symmetric strain changes the cell vectors by the factor \(1+\varepsilon\), and the atoms sit at

\[
r_i=R_i+\varepsilon R_i+u_i ,
\]

where \(u_i\) has the periodicity of the supercell. The host is free of stress and of forces when \(\varepsilon=0\) and \(u=0\), so its energy has no linear terms. A harmonic host has nothing beyond quadratic ones:

\[
E_{\text{host}}=\tfrac12\,u\cdot\Phi u+\sum_{ab}\varepsilon_{ab}\,\Lambda_{ab}\cdot u+\tfrac V2\,\varepsilon:C^0:\varepsilon .
\]

A dot between two displacement-like vectors means a sum over atoms and components. The matrix \(\Phi\) is symmetric, since it is a matrix of second derivatives. \(C^0\) is the stiffness when no atom may relax within the strained cell. The vector \(\Lambda_{ab}\) couples strain to displacement. Its meaning follows by differentiating at \(u=0\): the force on atom \(i\) in a strained but unrelaxed perfect crystal is \(-\sum_{ab}\varepsilon_{ab}\Lambda_{i,ab}\).

For off-diagonal components a convention is needed. The strain is symmetric, so \(\varepsilon_{xy}\) and \(\varepsilon_{yx}\) change together. I define \(\partial E/\partial\varepsilon_{ab}\) as the symmetric tensor for which \(dE=\sum_{ab}(\partial E/\partial\varepsilon_{ab})\,d\varepsilon_{ab}\), the sum running over all nine components. Correspondingly, \(\operatorname{sym}M_{ab}=\tfrac12(M_{ab}+M_{ba})\).

### The defect and its forces

The defect is substitutional, so every site keeps one atom. It adds an energy \(W\) that depends on the positions \(r_i\) of a finite cluster of atoms. \(W\) may be strongly nonlinear, and it may contain negative terms that cancel host bonds. Two requirements are placed on it. It does not change when all atoms shift together, and the cluster fits into the cell as one connected group, so that no atom enters through two different periodic images. The sites \(R_i\) used below are those of this connected group.

At fixed cell shape, equilibrium means that the derivative of \(E=E_{\text{host}}+W\) with respect to each displacement vanishes:

\[
\Phi u+\frac{\partial W}{\partial u}=0
\quad\Longrightarrow\quad
f\equiv\Phi u=-\frac{\partial W}{\partial u}.
\]

The Kanzaki forces are thus the forces that the defect energy exerts, evaluated at the relaxed positions. They vanish on every atom that \(W\) does not touch, however far the displacements themselves reach. In the ring this was the statement that only atoms 0 and 1 carry a force.

Because \(W\) is unchanged by a common shift, \(\sum_if_i=0\). Moving the origin by \(c\) changes the moment by \(\sum_ic_af_{ib}=c_a\sum_if_{ib}=0\), so the moment does not depend on the origin.

### The stress

The relaxed energy at strain \(\varepsilon\) is \(E(u(\varepsilon),\varepsilon)\), with \(u(\varepsilon)\) the relaxed displacements. Its total derivative is

\[
\frac{dE}{d\varepsilon_{ab}}=\frac{\partial E}{\partial\varepsilon_{ab}}\bigg|_u+\frac{\partial E}{\partial u}\cdot\frac{du}{d\varepsilon_{ab}} .
\]

The second term is zero because \(\partial E/\partial u=0\) in equilibrium. The stress can therefore be computed without following the relaxation.

Stress is often computed by scaling all atomic positions with the cell, \(r_i=(1+\varepsilon)(R_i+u_i)\), instead of holding \(u_i\) fixed. The two choices differ by an additional displacement \(\varepsilon u_i\). This changes the derivative by \(\operatorname{sym}\sum_iu_{ia}\,\partial E/\partial u_{ib}\), which vanishes for the same reason. If the relaxation is stopped early, this expression is the amount by which the two stresses, times \(V\), disagree.

With \(u\) held fixed, the host contributes \(\Lambda_{ab}\cdot u\) at \(\varepsilon=0\). For the defect energy the chain rule is needed. A small strain moves atom \(i\) by \(dr_{ib}=\sum_ad\varepsilon_{ba}R_{ia}\), so

\[
dW=\sum_i\sum_b\frac{\partial W}{\partial r_{ib}}\,dr_{ib}
=-\sum_{ab}d\varepsilon_{ab}\sum_iR_{ia}f_{ib}.
\]

Here \(\partial W/\partial r_i=\partial W/\partial u_i=-f_i\) was used, together with \(\varepsilon_{ba}=\varepsilon_{ab}\). The lever arm is the perfect site \(R_i\), because a strain at fixed \(u\) moves an atom in proportion to \(R_i\). Adding the host term and changing the overall sign gives

\[
P_{ab}=\operatorname{sym}\sum_iR_{ia}f_{ib}-\Lambda_{ab}\cdot u .
\]

This holds for any harmonic host that meets the assumptions above. What remains is the last term.

### When the coupling vanishes

The host energy does not change when all atoms shift together, so \(\sum_i\Lambda_{i,ab}=0\). In a Bravais lattice all sites are equivalent by translation, and they remain so under homogeneous strain. Every \(\Lambda_{i,ab}\) is then the same vector, and since these equal vectors add up to zero, each of them is zero.

There is a second sufficient condition. Suppose every atom of the host is a centre of inversion. Homogeneous strain keeps each of these centres, because inversion about a site maps \(D\) to \(-D\) and commutes with the linear map \(1+\varepsilon\). A force on an atom at an inversion centre must equal its own negative, so it vanishes, and again \(\Lambda_{i,ab}=0\).

In both cases

\[
\boxed{\,P_{ab}=-V\sigma_{ab}=\operatorname{sym}\sum_iR_{ia}f_{ib}\,}
\]

for any cell that holds the cluster and for any \(W\) of the stated kind. No expansion in the size of the displacements was made in \(W\). The harmonic assumption concerns the host alone.

### Consequences of the lever arm

Replacing \(R_i\) by \(R_i+u_i\) adds \(\operatorname{sym}\sum_iu_{ia}f_{ib}\). The trace of this excess has a definite sign:

\[
\sum_iu_i\cdot f_i=u\cdot\Phi u=2E_{\text{host}}>0 .
\]

The last equality is the host energy at \(\varepsilon=0\), which is positive in a stable crystal unless \(u\) is a common shift. Relaxed positions therefore overestimate the trace by twice the elastic energy stored in the host. The ring agrees: there \(u\cdot f=F(u_1-u_0)=Fx_0\).

The symmetrization has a related origin. If \(W\) is unchanged by rotations, the torque of its forces about the actual positions vanishes, \(\sum_i(R_i+u_i)\times f_i=0\). Hence \(\sum_iR_i\times f_i=-\sum_iu_i\times f_i\), which need not be zero for a defect of low symmetry. The antisymmetric part of the moment is of second order in the displacements. It has no counterpart in the stress and is dropped.

Finally, a calculated perfect cell may carry a small stress \(\sigma^0\) because its lattice constant is not the equilibrium one. If its atoms are still free of forces, the host energy acquires the term \(V\sigma^0:\varepsilon\). The coupling \(\Lambda\) still vanishes in a Bravais lattice, since the argument used translations alone. Then \(V\sigma_{ab}=V\sigma^0_{ab}-\operatorname{sym}\sum_iR_{ia}f_{ib}\), and the dipole is \(-V(\sigma-\sigma^0)\). The force constants \(\Phi\) must be those of the same stressed cell.

## Second half: internal strain, a solute pair, and an anharmonic host

### Symbols and results carried over

The supercell has volume \(V\), perfect sites \(R_i\) and relaxed displacements \(u_i\). The host has force constants \(\Phi\), and \(\Lambda_{ab}\) couples strain to displacement. The defect energy \(W\) acts on a finite cluster. The Kanzaki forces are \(f=\Phi u=-\partial W/\partial u\), with \(\sum_if_i=0\). The dipole is \(P=-V\sigma\), with tension positive, and for a harmonic host

\[
P_{ab}=\operatorname{sym}\sum_iR_{ia}f_{ib}-\Lambda_{ab}\cdot u .
\]

The last term vanishes in a Bravais lattice, and also when every atom is an inversion centre.

### A ring with two kinds of springs

The simplest host with \(\Lambda\neq0\) is a ring of \(N\) cells of length \(a\). Each cell contains a bond of length \(b\) and stiffness \(k_1\), followed by one of length \(a-b\) and stiffness \(k_2\). One bond of the first kind carries an extra repulsion \(F\).

All bonds share the tension \(\tau\). Ordinary bonds are elongated by \(\tau/k_1\) or \(\tau/k_2\), and the special bond by \((\tau+F)/k_1\). The fixed total length requires

\[
N\tau\Bigl(\frac1{k_1}+\frac1{k_2}\Bigr)+\frac F{k_1}=0
\quad\Longrightarrow\quad
\tau=-\frac FN\,\frac{k_2}{k_1+k_2}.
\]

With \(P=-Na\tau\) this gives

\[
P=Fa\,\frac{k_2}{k_1+k_2},\qquad\text{whereas}\qquad\sum_iR_if_i=Fb .
\]

The two agree if \(k_1b=k_2(a-b)\), which is the case in which both bonds stretch by the same fraction under load. If \(k_1\to\infty\), the special bond is rigid, \(P\to0\), and the plain moment remains \(Fb\). A repulsion across a rigid bond cannot be felt from outside.

The formula suggests the repair. Under a strain \(\varepsilon\) the perfect ring stretches each cell by \(a\varepsilon\). Equal tension divides this in inverse proportion to the stiffness, so the first bond lengthens by \(a\varepsilon k_2/(k_1+k_2)\). The dipole is \(F\) times this actual lengthening per unit strain. The plain moment uses \(b\varepsilon\), which would be right if the atoms followed the strain rigidly.

For a harmonic host whose strain–displacement coupling vanishes, as in a Bravais lattice, the residual stress and the first moment of the Kanzaki forces about the perfect sites give the same dipole, while a ring with two kinds of springs shows that the plain moment can fail when the host relaxes internally under strain. What remains is to extend the repair found in that ring to three dimensions, test the results on a diamond-structure model and a solute pair, and see what an anharmonic host changes.
